# Avrami exponents of C54 TiSi2 in wide films and narrow lines

## First half: the transformed fraction and the wide film

**Q.** TiSi\(_2\) first forms as the C49 phase and is then annealed into the C54 phase, which conducts better. I am told that an Avrami exponent measured on a blanket film need not hold for a narrow line of the same film. Why should patterning change a growth law? The grains do not know how wide the line is.

**A.** A grain does find out, when it touches the edges. To see what follows, we need a definite model.

The film, or line, is a flat strip \(0<y<w\), very long in the \(x\) direction. At time \(t=0\) all the C54 nuclei it will ever have are present. They are scattered independently of one another, with mean number \(\rho\) per unit area, and \(\rho\) is the same for every width. Each nucleus starts as a point and grows in the plane at the same constant speed \(v\) in all directions. A grain stops where it meets another grain and cannot leave the strip. The film is thin compared with the distance between nuclei, so growth through the thickness is ignored for now.

I write \(r=vt\) for the radius that an unhindered grain has reached, \(X\) for the transformed area fraction and \(U=1-X\) for the untransformed one.

**Q.** And the exponent? People fit a straight line to a plot and call its slope \(n\). That is hardly a definition.

**A.** The Avrami law is \(U=\exp[-(t/\tau)^n]\), with a constant time \(\tau\). Taking two logarithms gives \(\ln(-\ln U)=n\ln t-n\ln\tau\), so \(n\) is the slope against \(\ln t\). For any curve \(U(t)\), whether or not it obeys the law, I define the local exponent

\[
n=\frac{d\ln(-\ln U)}{d\ln t}.
\]

If \(n\) varies along the curve, this definition shows it. A fitted straight line would give some average over the fitted range.

**Q.** My first objection is to the collisions. Grains run into each other and stop. After a while their shapes are complicated polygons, and you will have to follow every one of them.

**A.** We need less than the shapes. Take a point \(P\) in the strip, and let \(N\) be its nearest nucleus, at distance \(d\). I claim that \(P\) transforms exactly when \(vt=d\).

It cannot transform earlier. A front that starts at a nucleus \(M\) must travel at least the distance \(|MP|\), which is no less than \(d\).

It does not transform later either, provided that nothing blocks the straight path from \(N\) to \(P\). Let \(Q\) be a point on that path at distance \(s\) from \(N\), so that \(|QP|=d-s\). For any other nucleus \(M\), the triangle inequality gives

\[
|MQ|\ \ge\ |MP|-|QP|\ \ge\ d-(d-s)=s .
\]

No other grain reaches \(Q\) before the grain from \(N\) does. Exact ties have probability zero. The path also stays inside the material, because a straight strip is convex: the segment joining two of its points lies within it. A line with a sharp bend would lack this property, and there the argument would need changing.

**Q.** You used equal speeds there.

**A.** Yes. With unequal speeds a slow grain can stand in the way of a fast one, and the nearest nucleus need not win. I will return to that case. For equal speeds the path claim was also tested on randomly scattered nuclei in strips of five widths. For 20,000 points in each strip, three places on the path to the nearest nucleus were examined, and every one of them had that same nucleus as its nearest.

**Q.** Then the problem is to find the chance that no nucleus lies within \(r\) of a point.

**A.** Yes. Let \(A\) be the area of the part of the strip that lies within \(r\) of the point. Divide \(A\) into \(M\) equal small cells. Each contains a nucleus with probability \(\rho A/M\), up to terms that vanish faster than \(1/M\), and the cells are independent. The chance that all are empty is

\[
\left(1-\frac{\rho A}{M}\right)^{M}\longrightarrow e^{-\rho A}\qquad (M\to\infty).
\]

The area depends on the height \(y\) of the point, since a point near an edge has less material around it. The expected untransformed fraction is the average over all heights:

\[
U=\frac1w\int_0^w e^{-\rho A(y,r)}\,dy\equiv\left\langle e^{-\rho A}\right\rangle .
\]

Angle brackets mean this average over \(y\). Within the stated model the expression is exact for the mean. One particular specimen scatters about it, and the scatter becomes small when the specimen holds many nuclei.

**Q.** Why not average the area first and put it in the exponent? It would be simpler.

**A.** It would also be wrong in general, because the mean of an exponential is not the exponential of the mean. The two agree when \(\rho A\) varies little over the width, and we shall use that where it holds.

**Q.** Then give me \(A\) without approximation.

**A.** Cut the disc into horizontal slices. At vertical distance \(u\) from its centre, the slice has length \(2\sqrt{r^2-u^2}\). The strip extends a distance \(y\) below the centre and \(w-y\) above it, so

\[
A(y,r)=G(y)+G(w-y),\qquad G(a)=\int_0^{\min(a,r)}2\sqrt{r^2-u^2}\,du .
\]

For \(a<r\), put \(u=r\sin\phi\). Then \(du=r\cos\phi\,d\phi\) and the integrand becomes \(2r^2\cos^2\phi=r^2(1+\cos2\phi)\). Its integral is \(r^2(\phi+\sin\phi\cos\phi)\), and the upper limit is \(\phi=\arcsin(a/r)\). Hence

\[
G(a)=r^2\arcsin\frac ar+a\sqrt{r^2-a^2}\quad(a<r),\qquad
G(a)=\frac{\pi r^2}{2}\quad(a\ge r).
\]

The second value is half a disc, as it must be when the edge is out of reach.

**Q.** The exponent needs a derivative, and your formula has changes of form at \(a=r\). Does that cause trouble?

**A.** No. Differentiate the integral for \(G\) with respect to \(r\). When \(a<r\), the limits do not depend on \(r\), and

\[
\frac{\partial G}{\partial r}=\int_0^a\frac{2r\,du}{\sqrt{r^2-u^2}}=2r\arcsin\frac ar .
\]

When \(a\ge r\), the derivative of \(\pi r^2/2\) is \(\pi r\). The first expression reaches the same value at \(a=r\), so the slope is continuous. With a prime for \(\partial/\partial r\),

\[
A'(y,r)=2r\left[\arcsin\frac yr+\arcsin\frac{w-y}{r}\right],
\]

where an argument above 1 is replaced by 1. This is the length of the circle's arc that lies inside the strip.

Now differentiate \(U\). The chain rule gives \(dU/dr=-\rho\langle A'e^{-\rho A}\rangle\). Because \(r=vt\) with constant \(v\), \(d\ln r=d\ln t\), and therefore

\[
n=\frac{r}{-\ln U}\,\frac{d(-\ln U)}{dr}
=\frac{r}{-\ln U}\left(-\frac1U\frac{dU}{dr}\right)
=\frac{\rho r\,\langle A'e^{-\rho A}\rangle}{U\,(-\ln U)} .
\]

The two minus signs cancel, and every factor in the result is positive.

**Q.** So the length of moving front matters. I would now guess that a line has a smaller exponent from the very start.

**A.** At the very start it does not. A new grain is much smaller than the line is wide, and most nuclei have not felt an edge. Let us find the mean area while \(r\le w\).

A disc whose centre is at distance \(a<r\) from an edge loses a cap of area

\[
C(a)=\int_a^r2\sqrt{r^2-u^2}\,du .
\]

There are two edges. Since \(r\le w\), all values of \(a\) from 0 to \(r\) occur within the strip, and the mean loss is \((2/w)\int_0^rC(a)\,da\). In this double integral \(a\) runs from 0 to \(u\) for each \(u\). Doing the integral over \(a\) first gives a factor \(u\):

\[
\int_0^rC(a)\,da=\int_0^r2u\sqrt{r^2-u^2}\,du
=\left[-\frac23(r^2-u^2)^{3/2}\right]_0^r=\frac{2r^3}{3}.
\]

Hence

\[
\langle A\rangle=\pi r^2-\frac{4r^3}{3w}\qquad(r\le w).
\]

If also \(\rho r^2\ll1\), few points have transformed. Then \(e^{-\rho A}\approx1-\rho A\), so \(X\approx\rho\langle A\rangle\) and \(-\ln U\approx\rho\langle A\rangle\). The exponent becomes

\[
n\approx\frac{r\,\langle A\rangle'}{\langle A\rangle}
=\frac{2\pi-4r/w}{\pi-4r/(3w)} .
\]

As \(r/w\to0\), this tends to 2 for every width.

**Q.** Then the claim that narrow lines have another exponent is false?

**A.** It is incomplete. We must say at which transformed fraction we look. In a narrow line the early regime ends near \(r=w\), where

\[
X\approx\rho w^2\left(\pi-\frac43\right)\approx1.81\,\rho w^2,\qquad
n\approx\frac{2\pi-4}{\pi-4/3}\approx1.26 .
\]

These values hold for \(\rho w^2\ll1\). The initial exponent of 2 is then confined to a small part of the transformation, and an experiment that follows \(X\) from 0.3 to 0.7 would miss it. So I compare widths at fixed \(X\).

**Q.** At fixed \(X\), how many independent parameters are there? I see \(\rho\), \(v\), \(w\) and \(t\).

**A.** The speed enters through \(r\) alone. If lengths are measured in units of \(\rho^{-1/2}\), which I call the spacing, the average for \(U\) contains just \(r\sqrt\rho\) and

\[
b=w\sqrt\rho .
\]

Fixing \(X\) fixes \(r\sqrt\rho\) for a given \(b\). The exponent at fixed \(X\) is therefore a function of \(b\), the width divided by the spacing. Raising the temperature in this model raises \(v\) and shortens the time, but leaves that exponent as it is, as long as \(\rho\) does not change.

**Q.** Take the wide film. Away from the edges I accept \(A=\pi r^2\). But the edge regions are there, and their points transform late. How do you know they do not spoil the result?

**A.** By bounding their contribution. From its definition, \(G(a)\) has the slope \(dG/da=2\sqrt{r^2-a^2}\) for \(a<r\), and zero slope for \(a\ge r\). This slope never increases with \(a\), so \(G\) is concave. Then \(A=G(y)+G(w-y)\) is concave in \(y\) as well, and it has its smallest value at the edges. For \(r\le w\), that value is \(G(0)+G(w)=\pi r^2/2\). A disc that is not cut has area \(\pi r^2\). Thus

\[
\frac{\pi r^2}{2}\le A\le\pi r^2\qquad(r\le w).
\]

Write \(E=\pi\rho r^2\). A point farther than \(r\) from both edges contributes \(e^{-E}\) to the average. The other points make up at most a fraction \(2r/w\) of the strip, and each contributes between \(e^{-E}\) and \(e^{-E/2}\). Therefore

\[
0\le U-e^{-E}\le\frac{2r}{w}\left(e^{-E/2}-e^{-E}\right)\qquad(r\le w).
\]

At fixed \(E\), \(r=\sqrt{E/(\pi\rho)}\), and the prefactor is

\[
\frac{2r}{w}=\frac{2}{b}\sqrt{\frac{E}{\pi}}\longrightarrow0\qquad(b\to\infty).
\]

So the wide film obeys

\[
U\to\exp(-\pi\rho v^2t^2).
\]

**Q.** Two curves can be close and still have different slopes. You have not yet found \(n\).

**A.** Use the formula for \(n\). In the interior \(A'=2\pi r\), which contributes \(\rho r\cdot2\pi r\,e^{-E}=2Ee^{-E}\) to the numerator, apart from the missing edge fraction. In the edge regions \(A'\) is at most \(2\pi r\) and the exponential is at most 1. Their contribution is no more than \((2r/w)\,2E\), which vanishes in the same limit. Hence

\[
n\to\frac{2E\,e^{-E}}{e^{-E}\,E}=2 .
\]

The 2 comes from the front of each free grain, whose length grows in proportion to \(r\).

**Q.** Is that true to the end of the transformation?

**A.** The limit is taken at fixed \(X\), with \(b\) increasing. For a film of given width the bound cannot be used that way. Divided by \(e^{-E}\), it becomes \((2r/w)(e^{E/2}-1)\), which grows with time. It therefore gives no assurance about the last traces of C49, where the slow edge regions may matter.

## Second half: the narrow line, the crossover and an example

**Q.** Before we turn to narrow lines, remind me what we carry over.

**A.** A long strip of width \(w\) holds nuclei of areal density \(\rho\), all present at \(t=0\) and growing at speed \(v\), with \(r=vt\) and \(b=w\sqrt\rho\). The area within \(r\) of a point at height \(y\), inside the strip, is \(A\), and \(A'=\partial A/\partial r\). Averages over \(y\) are written \(\langle\ \rangle\). We found

\[
U=1-X=\langle e^{-\rho A}\rangle,\qquad
n=\frac{\rho r\langle A'e^{-\rho A}\rangle}{U(-\ln U)} .
\]

Every strip starts with \(n=2\). At fixed \(X\), a wide film has \(n\to2\) and \(U\to\exp(-\pi\rho v^2t^2)\).

**Q.** For a narrow line you will say "one dimension, so exponent one". But the grains start as discs, and I want to know what that costs.

**A.** The cost can be bounded. Each horizontal slice of the disc is at most \(2r\) long, and the slices fill at most the height \(w\), so \(A\le2wr\). If \(r\ge w\), every slice in the strip has \(|u|\le w\), and so \(A\ge2w\sqrt{r^2-w^2}\). The two bounds differ little, because

\[
r-\sqrt{r^2-w^2}=\frac{w^2}{r+\sqrt{r^2-w^2}}\le\frac{w^2}{r}\le w .
\]

Thus \(0\le2\rho wr-\rho A\le2\rho w^2\) for \(r\ge w\). For \(r<w\) the same holds, since \(A\ge0\) and \(2\rho wr<2\rho w^2\). These limits apply at every height, so they survive the average:

\[
0\le\ln U+2\rho wr\le2\rho w^2=2b^2\qquad\text{at all times}.
\]

As \(b\to0\), the right side vanishes and

\[
U\to\exp(-2\rho wvt).
\]

**Q.** And the slope?

**A.** Since \(\arcsin x=\int_0^xds/\sqrt{1-s^2}\), it lies between \(x\) and \(x/\sqrt{1-x^2}\). For \(r>w\), both arguments in \(A'=2r[\arcsin(y/r)+\arcsin((w-y)/r)]\) are at most \(w/r\), and they add up to \(w/r\). Hence

\[
2w\le A'\le\frac{2w}{\sqrt{1-w^2/r^2}} .
\]

The ratio \(\langle A'e^{-\rho A}\rangle/U\) is a weighted mean of \(A'\), so it obeys the same bounds. We also know that \(2\rho w(r-w)\le-\ln U\le2\rho wr\). Together these give

\[
1\le n\le\frac{1}{(1-w/r)\sqrt{1-w^2/r^2}}\qquad(r>w).
\]

At fixed \(X\), the inequality \(2\rho wr\ge-\ln U\) gives \(r/w\ge(-\ln U)/(2b^2)\), which goes to infinity as \(b\to0\). So \(n\to1\). When a grain first spans the line, its front can still be as long as \(\pi w\). Once \(r\) is a few times \(w\), it has two nearly straight fronts of almost constant total length \(2w\); at \(r=2w\) the excess is already under 5%.

**Q.** Where does the change occur? Two limits do not tell me whether my line is narrow.

**A.** First approach from the narrow side. For \(r\gg w\), \(2\sqrt{r^2-u^2}\approx2r-u^2/r\). Integrating over the strip gives

\[
A\approx2wr-\frac{y^3+(w-y)^3}{3r},\qquad
\langle A\rangle\approx2wr-\frac{w^3}{6r},
\]

because \(\langle y^3\rangle=\langle(w-y)^3\rangle=w^3/4\). The spread of \(\rho A\) over \(y\) is of order \(\rho w^3/r\). It changes \(-\ln U\) by its square, which is negligible beside the correction kept when \(\rho w^3/r\ll1\). Then \(-\ln U\approx\rho\langle A\rangle\), and

\[
n\approx\frac{2wr+w^3/(6r)}{2wr-w^3/(6r)}\approx1+\frac{w^2}{6r^2}.
\]

At \(X=1/2\), \(r\approx\ln2/(2\rho w)\). Inserting this gives, to leading order in \(b\),

\[
n_{50}-1\approx\frac{2b^4}{3(\ln2)^2},
\]

where \(n_{50}\) is the local exponent at half transformation. The fourth power makes the approach to 1 fast.

**Q.** Is the approach to 2 equally fast?

**A.** No. With \(E=\pi\rho r^2\) and the cap area \(C(a)\) lost by a disc at distance \(a\) from an edge, the edge regions give, for \(r\le w/2\),

\[
U=e^{-E}(1+\delta),\qquad
\delta=\frac2w\int_0^r\left(e^{\rho C(a)}-1\right)da .
\]

To first order in \(1/w\), \(-\ln U=E-\delta\), and so

\[
n\approx\frac{2E-r\delta'}{E-\delta}\approx2-\frac{r\delta'-2\delta}{E}.
\]

Here \(\delta'\) is the derivative of \(\delta\) with respect to \(r\). At fixed \(X\) the correction is proportional to \(1/b\). It lowers \(n\): expanding the exponential gives positive terms in \(r^3,r^5,\ldots\), for which \(r\delta'\ge3\delta\). Numerically, \((2-n_{50})b=0.277\) at \(b=40\).

Between the limits I solve for \(n_{50}\) numerically. It rose steadily over 50 widths from \(b=0.1\) to 40, and it equals 1.5 at \(b=0.723\). Judged at half transformation, the middle of the change thus lies at a width of about three quarters of the spacing. This width depends on the fraction at which we look: \(n=1.5\) falls at \(b=0.285\) for \(X=0.1\) and at \(b=1.28\) for \(X=0.9\). Near the crossover \(n\) therefore drifts along a single curve; at \(b=0.95\) it falls from 1.90 at \(X=0.1\) to 1.06 at \(X=0.95\).

**Q.** Put numbers to it, in units I can use.

**A.** Take \(\rho=0.1\ \mu\mathrm{m}^{-2}\), \(v=0.1\ \mu\mathrm{m/s}\) and a thickness of \(0.05\ \mu\mathrm{m}\), as values chosen for illustration, with an anneal near 700 °C in mind; they are not fitted to measurements. The spacing is \(3.16\ \mu\mathrm{m}\), and \(n_{50}=1.5\) falls at \(w=2.29\ \mu\mathrm{m}\), or 2290 nm. The limiting laws give the half times

\[
t_{50}^{\rm film}=\frac1v\sqrt{\frac{\ln2}{\pi\rho}}
=\frac{1}{0.1}\sqrt{\frac{0.693}{0.314}}\ \mathrm{s}=14.9\ \mathrm{s},
\]

\[
t_{50}^{\rm line}=\frac{\ln2}{2\rho wv}
=\frac{0.693}{2(0.1)(0.2)(0.1)}\ \mathrm{s}=173\ \mathrm{s}
\]

for an unbounded film and a line \(0.2\ \mu\mathrm{m}\) wide. The full average gives the following, with \(\rho\) and \(v\) held fixed:

| \(w\) (µm) | \(t_{50}\) (s) | \(t_{95}\) (s) | \(n_{50}\) |
|---|---|---|---|
| 50 | 15.0 | 31.6 | 1.98 |
| 10 | 15.4 | 34.5 | 1.91 |
| 3 | 17.2 | 51.5 | 1.67 |
| 1 | 34.9 | 150 | 1.01 |
| 0.2 | 173 | 749 | 1.00 |

Here \(t_{95}\) is the time to \(X=0.95\). For the \(1\ \mu\mathrm{m}\) line, \(b^4=0.01\), and the narrow-side formula gives \(n_{50}-1\approx0.02/(3\times0.480)=0.014\), as the full calculation does.

In the \(0.2\ \mu\mathrm{m}\) line, a grain radius equals the width after 2 s. Then \(X\) is just 0.7% and \(n\) has already fallen to 1.26.

**Q.** All of this comes from your integral. Have you scattered any nuclei?

**A.** Yes, about 200,000 in each of the five strips, with 200,000 sample points. The share of points farther than \(r\) from every nucleus agreed with \(U\) within 0.008 at \(X=0.3\), 0.5, 0.7 and 0.95. The mean exponent between \(X=0.3\) and 0.7 was 1.98 in the widest strip and 1.00 in the narrowest. The values are in the numerical output below.

**Q.** Real lines end. What if mine is \(100\ \mu\mathrm{m}\) long?

**A.** Then a \(0.2\ \mu\mathrm{m}\) line has few nuclei. Let \(k=\rho w=0.02\ \mu\mathrm{m}^{-1}\) be their number per length, and \(L\) the line length. With the width neglected beside \(r\), a point at distance \(x<r\) from an end can be reached from a length \(x+r\), and a point in the middle from \(2r\). For \(r\le L/2\),

\[
U=\frac1L\left[2\int_0^re^{-k(x+r)}dx+(L-2r)e^{-2kr}\right]
\]
\[
\phantom{U}=\frac1L\left[\frac{2e^{-kr}(1-e^{-kr})}{k}+(L-2r)e^{-2kr}\right].
\]

At 173 s this gives \(X=0.466\) instead of 0.5, and \(n=0.89\). A fraction \(e^{-kL}=e^{-2}=0.135\) of such lines has no nucleus at all and, in this model, never transforms. The mean over many lines therefore levels off at \(X=0.865\), however long the anneal.

**Q.** You promised to return to unequal speeds.

**A.** In a narrow line, consider the gap \(d\) between neighbouring nuclei. The chance that a length \(d\) is empty is \(e^{-kd}\), so gaps have the probability density \(ke^{-kd}\) and mean \(1/k\). Fronts with speeds \(v_1\) and \(v_2\) close the gap from its two ends. With \(s=(v_1+v_2)t\), the mean length left is

\[
\int_s^\infty(d-s)\,ke^{-kd}\,dd=\frac{e^{-ks}}{k}.
\]

Dividing by the mean gap and averaging over independent speeds gives

\[
U=\left\langle e^{-k(v_1+v_2)t}\right\rangle_v=\left(\left\langle e^{-kvt}\right\rangle_v\right)^2,
\]

where the subscript marks an average over speeds. For equal speeds this is \(e^{-2kvt}\), the narrow-line law by a second route. If half the grains are 30% faster than the mean and half 30% slower, then \(X=0.495\) at 173 s and \(n=0.98\).

**Q.** What if new nuclei appear during the anneal?

**A.** Let them appear at a constant rate \(I\) per area and time. We may also count imaginary nuclei in material already transformed: at equal speeds their fronts never overtake the grain that contains them. The expected number of nuclei able to reach a point is then

\[
2\rho wvt+\int_0^tI\,2wv(t-t')\,dt'=2\rho wvt+Iwvt^2
\]

in a narrow line, and \(\pi\rho v^2t^2+\pi Iv^2t^3/3\) in a film. These are the values of \(-\ln U\). Their logarithmic slopes are

\[
n_{\rm line}=\frac{1+2s}{1+s}=1+\frac{s}{1+s},\qquad s=\frac{It}{2\rho},
\]
\[
n_{\rm film}=\frac{2+3q}{1+q}=2+\frac{q}{1+q},\qquad q=\frac{It}{3\rho}.
\]

A rate of \(1.28\times10^{-4}\ \mu\mathrm{m}^{-2}\mathrm{s}^{-1}\) makes \(s=1/9\) at 173 s. It raises the exponent to 1.10 in the \(0.2\ \mu\mathrm{m}\) line, but only to 2.01 in the film at its own, much earlier, half time. If new nuclei dominate, the exponents approach 2 and 3. An exponent of 2 measured on a line therefore does not by itself show that the line is wide.

**Q.** Could the furnace produce a wrong exponent too?

**A.** Yes. If \(v\) changes with time, \(r=\int v\,dt\), and the measured slope is \(n\) times \(d\ln r/d\ln t=vt/r\). With an assumed activation energy of 4 eV for \(v\), a drift of 5 K from 700 °C raises \(v\) by a factor 1.28. Spread evenly over 173 s, it turns the line's exponent of 1.00 into 1.13. In the film, a clock started 1 s before growth begins multiplies \(n\) by clock time over growth time: \(2\times15.85/14.85=2.13\).

Thickness matters less here. If the nuclei sit on the bottom face and grow upward at the same speed, a point at height \(z\) is reached from an in-plane distance \(\sqrt{r^2-z^2}\). At \(t_{50}\) this lowers \(X\) by \(1.3\times10^{-4}\) in the \(50\ \mu\mathrm{m}\) strip, and by far less in the \(0.2\ \mu\mathrm{m}\) line. Early on, while \(r\) is only a few times the thickness, the effect is larger: at \(r=w\) in that line it raises \(n\) from 1.26 to 1.30.

**Q.** How far should I trust this for a real silicided gate?

**A.** The parameters are rough and belong to no particular process. At a given transformed fraction, the crossover width depends on the nucleus density and scales as \(\rho^{-1/2}\): four times as many nuclei would halve it. Real lines are finite, and the \(100\ \mu\mathrm{m}\) case shows what that does, \(n=0.89\) in place of 1.00. Three further departures are not sized here: extra nuclei at the edges, a density that changes with linewidth, and agglomeration, in which the film breaks up during a long or hot anneal.

The table suggests a longer anneal for narrower lines. That advice holds if \(\rho\) and \(v\) stay fixed, the lines contain nuclei and the film survives the time. For the \(100\ \mu\mathrm{m}\) lines above, time alone cannot transform those without a nucleus. A higher nucleus density would make such lines rarer: doubling it lowers their share from \(e^{-2}=0.135\) to \(e^{-4}=0.018\).

## Numbers as computed

```
nucleus density 0.1 /um^2, spacing rho^-1/2 3.162 um
growth speed 0.1 um/s, film thickness 0.05 um
n50: exponent at X=0.5; n30-70: mean exponent from X=0.3 to 0.7
w(um) w*sqrt(rho) r50(um) t50(s) t95(s)  n50  n30-70 simulated
 50.0  15.8114      1.496     15.0    31.6  1.9824  1.982  1.979
 10.0   3.1623      1.542     15.4    34.5  1.9091  1.908  1.898
  3.0   0.9487      1.717     17.2    51.5  1.6742  1.671  1.669
  1.0   0.3162      3.490     34.9   149.8  1.0140  1.020  1.022
  0.2   0.0632     17.329    173.3   748.9  1.0000  1.000  1.001
t50 from limiting laws: unbounded film 14.85 s, 0.2 um line 173.29 s
n50 = 1.5 at w*sqrt(rho) = 0.7232, here w = 2.287 um
wide side: (2 - n50)*w*sqrt(rho) = 0.277 at w*sqrt(rho) = 40
0.2 um line when r = w: t = 2.0 s, X = 0.00721, n = 1.263
0.2 um line, bound 2*rho*w^2 on error of ln U: 0.0080
Neglected effects:
growth through thickness, w = 50.0 um: X at t50 falls by 1.3e-04
growth through thickness, w = 0.2 um: X at t50 falls by 4.8e-07
lines 100 um long, 0.2 um wide, at 173.3 s: X = 0.4662, n = 0.890
  share of these lines with no nucleus: 0.1353
half the grains 30% faster, half slower: line X = 0.4946, n = 0.984
new nuclei at 1.28e-04 /(um^2 s): n line 1.100, n film 2.006
activation energy 4.0 eV, start 700 C, drift 5.0 K in 173.3 s: n line 1.127
  speed ratio for 5.0 K: 1.276
clock started 1.0 s before growth: n film 2.135
```
